# Screening radius of silicon in Resta's Thomas-Fermi model

## The question

A static point charge \(Z>0\), in units of the elementary charge, is placed in silicon. In Resta's model the valence electrons are a uniform gas of density \(n_0\), neutralized by a uniform positive background. The gas responds to the charge inside a sphere of radius \(R\), the screening radius, and its density is unperturbed outside. There the potential is that of the charge divided by the static permittivity \(\varepsilon\).

The data are \(\varepsilon=11.9\) and a screening wavevector \(q=1.10\) inverse bohr. Derivations use Hartree atomic units; the donor example uses nm and eV. \(V(r)\) is the potential energy of an electron, so it is negative near the positive charge. Its zero is at infinity, hence \(V=-Z/(\varepsilon r)\) for \(r\ge R\).

## Part (a): the equation inside the sphere

*Derive the linearized equation for \(V\) at \(0<r<R\), and relate \(q\) to the Fermi wavevector \(k_F\) of the unperturbed gas.*

**Answer.** The Thomas-Fermi approximation treats the gas at each point as uniform, with a local Fermi wavevector \(k(r)\). In equilibrium the energy of the highest filled state is the same everywhere:
\[
\tfrac12 k(r)^2+V(r)=E_F+A,\qquad E_F=\tfrac12k_F^2 .
\]
The constant \(A\) is the value of \(V\) where the density equals \(n_0\). The model places that point at \(r=R\), so \(A=V(R)=-Z/(\varepsilon R)\).

A gas with two spin states per orbital has density \(k^3/(3\pi^2)\), therefore
\[
n(r)=\frac{[2(E_F+A-V)]^{3/2}}{3\pi^2}.
\]
For \(|A-V|\ll E_F\) the first-order change is
\[
n-n_0=\frac{dn}{dE_F}(A-V),\qquad
\frac{dn}{dE_F}=\frac{\tfrac32\cdot2\,(2E_F)^{1/2}}{3\pi^2}=\frac{k_F}{\pi^2}.
\]

The electrostatic potential is \(\phi=-V\), and the induced charge density is \(-(n-n_0)\). Poisson's equation \(\nabla^2\phi=-4\pi\rho\) gives \(\nabla^2\phi=4\pi(n-n_0)\) away from the origin, so
\[
\nabla^2V=-4\pi(n-n_0)=q^2(V-A),\qquad q^2=\frac{4k_F}{\pi}.
\]

The given \(q\) implies \(k_F=\pi q^2/4=0.950\) inverse bohr and \(E_F=12.3\) eV. Silicon has eight atoms in its cubic cell, each with four valence electrons. With a rough cell edge of 0.543 nm, these 32 electrons give \(q=1.104\) inverse bohr, so the stated value belongs to the real valence density.

## Part (b): the matching condition

*Solve for the potential and find the equation that fixes \(R\). How many electrons gather inside the sphere? Examine the limits \(\varepsilon\to1\) and \(\varepsilon\to\infty\) at fixed \(q\).*

**Answer.** Define \(w\) by \(A-V=Zw/r\). For a spherical function \(f\), \(\nabla^2f=(rf)''/r\). Applied to \(A-V\), this gives \(Zw''/r=q^2Zw/r\), or
\[
w''=q^2w .
\]
Near the origin the bare charge dominates, \(V\simeq-Z/r\), so \(w(0)=1\). Since \(V(R)=A\), also \(w(R)=0\). The general solution is a combination of \(\sinh q(R-r)\) and \(\cosh q(R-r)\). The condition at \(R\) removes the cosh term, and the condition at the origin fixes the remaining coefficient:
\[
w(r)=\frac{\sinh q(R-r)}{\sinh qR},\qquad
V(r)=-\frac{Z}{r}w(r)-\frac{Z}{\varepsilon R}\quad(r\le R).
\]

The potential is now continuous. The field must be continuous too, because the model puts no surface charge at \(R\). On the inner side
\[
V'=-\frac{Zw'}{r}+\frac{Zw}{r^2},\qquad w(R)=0,\qquad w'(R)=-\frac{q}{\sinh qR},
\]
so \(V'(R^-)=Zq/(R\sinh qR)\). On the outer side \(V'(R^+)=Z/(\varepsilon R^2)\). Equating them and multiplying by \(\varepsilon R\sinh(qR)/(Zq)\) gives
\[
\boxed{\frac{\sinh qR}{qR}=\varepsilon}
\]
The charge \(Z\) has cancelled, as it must in linear response.

The number of electrons gathered follows from \(n-n_0=q^2Zw/(4\pi r)\). With \(q^2w=w''\) and integration by parts,
\[
N=\int_0^R4\pi r^2(n-n_0)\,dr=Z\int_0^R r\,w''\,dr
=Z\big[rw'-w\big]_0^R .
\]
The upper limit contributes \(Rw'(R)=-qR/\sinh qR=-1/\varepsilon\), and the lower limit contributes \(+1\). Hence
\[
N=Z\left(1-\frac1\varepsilon\right)=0.916\,Z .
\]
The net charge in the sphere is \(Z/\varepsilon\), which is what Gauss's law requires of the outer field.

For \(\varepsilon\to1\), expand \(\sinh x/x\simeq1+x^2/6\) with \(x=qR\). Then \(R\simeq\sqrt{6(\varepsilon-1)}/q\to0\): the screening sphere vanishes and the bare potential remains. For \(\varepsilon\to\infty\), \(R\to\infty\). At fixed \(r\), \(w\to e^{-qr}\) and \(Z/(\varepsilon R)\to0\), so \(V\to-(Z/r)e^{-qr}\), the Thomas-Fermi potential of a metal.

## Part (c): solving for the radius

*Show that the condition has one positive root for \(\varepsilon>1\). Find a convergent iteration and evaluate \(R\).*

**Answer.** The series
\[
\frac{\sinh x}{x}=1+\frac{x^2}{3!}+\frac{x^4}{5!}+\cdots
\]
has positive coefficients. For \(x>0\) it therefore rises steadily from 1 without bound and takes each value \(\varepsilon>1\) once. For \(\varepsilon<1\) there is no real root.

Write the condition as \(\sinh x=\varepsilon x\) and iterate
\[
x_{j+1}=g(x_j),\qquad g(x)=\operatorname{arsinh}(\varepsilon x)=\ln\!\left(\varepsilon x+\sqrt{\varepsilon^2x^2+1}\right).
\]
Let \(x_*\) be the root. If \(0<x<x_*\), then \(\sinh x<\varepsilon x\), so \(g(x)>x\). Since \(g\) is increasing, also \(g(x)<g(x_*)=x_*\). A start below the root thus gives a rising sequence bounded by \(x_*\). It converges, and its limit is a positive solution of \(x=g(x)\), which can only be \(x_*\).

Start at \(x_0=4\), where \(\sinh4/4\simeq6.8\) is below 11.9. The first step is
\[
x_1=\operatorname{arsinh}(11.9\times4)=\operatorname{arsinh}(47.6)=4.5561 .
\]
The next values are 4.6862, 4.7144, 4.7204, 4.7217 and 4.7219, and the limit is \(x_*=4.7220\). Near the root each step multiplies the error by
\[
g'(x_*)=\frac{\varepsilon}{\sqrt{1+\varepsilon^2x_*^2}}=0.212 .
\]
The inverse iteration \(x\to\sinh(x)/\varepsilon\) has the reciprocal slope, about 4.7, and moves away from this root.

Substitution confirms the value: \(\sinh(4.7220)/4.7220=56.19/4.722=11.90\). Therefore
\[
R=\frac{4.7220}{1.10}=4.293\ \text{bohr}=0.2272\ \text{nm},
\]
or about 4.3 bohr. Direct numerical integration of \(w''=q^2w\) inward from \(R\), with \(R\) adjusted until \(w(0)=1\), also gives 4.293 bohr.

For large \(\varepsilon\), where \(e^{-2x}\ll1\), a closed estimate follows from dropping \(e^{-x}\) in \(\sinh x=(e^x-e^{-x})/2\). Then \(e^x=2\varepsilon x\), or \((-x)e^{-x}=-1/(2\varepsilon)\). The Lambert function \(W\) is defined by \(We^W=y\). A real solution needs \(\varepsilon\ge e/2\). Because \(-x<-1\) here, the lower real branch applies:
\[
x\simeq-W_{-1}\!\left(-\frac1{2\varepsilon}\right)=4.7219 .
\]

## Part (d): how many digits are justified

*Find the sensitivity of \(R\) to each datum, and the effect of their rounding.*

**Answer.** Differentiate the left side of the condition:
\[
\frac{d}{dx}\frac{\sinh x}{x}=\frac{\cosh x}{x}-\frac{\sinh x}{x^2}
=\varepsilon\left(\coth x-\frac1x\right),
\]
where the last step uses \(\sinh x/x=\varepsilon\). At fixed \(q\),
\[
\frac{\partial R}{\partial\varepsilon}=\frac{1}{q\varepsilon(\coth x-1/x)}=0.097\ \text{bohr}.
\]
At fixed \(\varepsilon\), \(x\) is fixed and \(R=x/q\), so
\[
\frac{\partial R}{\partial q}=-\frac Rq=-3.90\ \text{bohr}^2 .
\]
A rounding error of 0.05 in \(\varepsilon\) moves \(R\) by 0.005 bohr, and one of 0.005 inverse bohr in \(q\) moves it by 0.020 bohr. If both act in the same direction, the shift is about 0.024 bohr. The data support \(R=4.29\) bohr with an uncertainty of about two in the last digit. This concerns rounding alone, not the accuracy of the model.

## Part (e): a donor in silicon

*Take a singly charged donor as a point charge, \(Z=1\). Compare the model potential with \(-1/(\varepsilon r)\) at 0.10, 0.15 and 0.20 nm, and explain the sign and the rapid decrease of the difference.*

**Answer.** The inner potential is the bare value times a screening factor:
\[
V(r)=-\frac1r\left[w(r)+\frac{r}{\varepsilon R}\right].
\]
At 0.10 nm, \(r/R=0.44022\) and \(q(R-r)=4.7220\times0.55978=2.6433\). Then \(w=6.994/56.192=0.1245\) and \(r/(\varepsilon R)=0.0370\). The factor is 0.1615 and the bare energy is \(-14.40\) eV, so \(V\simeq-2.33\) eV. Unrounded intermediates give the tabulated \(-2.325\) eV.

| \(r\) (nm) | bare (eV) | bulk-screened (eV) | model (eV) |
|---|---:|---:|---:|
| 0.10 | −14.40 | −1.210 | −2.325 |
| 0.15 | −9.60 | −0.807 | −0.940 |
| 0.20 | −7.20 | −0.605 | −0.609 |

Subtracting the bulk-screened energy from the model energy gives
\[
V+\frac1{\varepsilon r}=-\frac1r\left[w(r)-\frac1\varepsilon\left(1-\frac rR\right)\right].
\]
The second term in the bracket is the tangent to \(w\) at \(R\), because \(w(R)=0\) and \(w'(R)=-1/(\varepsilon R)\). Inside the sphere \(w''=q^2w>0\), so \(w\) lies above this tangent and the model potential is deeper than the bulk-screened one. In the model the induced density is positive throughout the sphere, so a smaller sphere contains less of the screening charge.

Near \(R\), the expansion \(\sinh y\simeq y+y^3/6\) turns the bracket into \(q^3(R-r)^3/(6\sinh qR)\). The difference thus closes as the third power of the distance from \(R\). The model energy is 1.9 times the bulk-screened one at 0.10 nm, but less than 1% deeper at 0.20 nm.

## Part (f): beyond linear response

*Write the Thomas-Fermi equation for \(w\) without linearization. Show that it cannot give a larger radius for \(Z>0\), and assess the donor result.*

**Answer.** The unexpanded density is \(n=n_0[1+(A-V)/E_F]^{3/2}\). Since \(\nabla^2(A-V)=4\pi(n-n_0)\) and \(A-V=Zw/r\),
\[
w''=\frac{4\pi n_0r}{Z}\left[\left(1+\frac{Zw}{rE_F}\right)^{3/2}-1\right].
\]
For \(y\ge-1\), the whole range in which the density is defined, convexity gives \((1+y)^{3/2}-1\ge3y/2\). The linear term has coefficient \(6\pi n_0/E_F=4k_F/\pi=q^2\), hence \(w''=q^2w+s\) with \(s(r)\ge0\).

Let \(R_Z\) be the nonlinear radius. The outer potential again requires \(w(R_Z)=0\) and \(w'(R_Z)=-1/(\varepsilon R_Z)\). Treating \(s\) as a source and integrating inward from \(R_Z\),
\[
1=w(0)=\frac{\sinh qR_Z}{\varepsilon qR_Z}+\frac1q\int_0^{R_Z}s(r)\sinh(qr)\,dr .
\]
The integral is not negative, so \(\sinh(qR_Z)/(qR_Z)\le\varepsilon\). By the monotonicity shown in part (c), \(R_Z\le R\).

Numerical solution for \(Z=1\) gives \(R_Z=0.2154\) nm, 5% below the linear radius. At 0.10 nm the nonlinear potential is \(-2.044\) eV, so the linear one is too deep by 14% of the nonlinear value. At 0.15 nm the nonlinear potential is \(-0.890\) eV and the excess is about 6%. At 0.20 nm it is \(-0.606\) eV and the excess is about 0.5%. The linear shift \(A-V\) equals \(E_F\) at 0.0455 nm; at and below that distance the expansion has no small parameter.

## Part (g): exchange and finite wavelength

*Estimate how local exchange and the finite wavelength of the disturbance change \(R\), holding \(\varepsilon\) and \(k_F\) fixed.*

**Answer.** Local exchange has energy density \(-\tfrac34(3/\pi)^{1/3}n^{4/3}\). Its derivative with respect to \(n\) is the exchange potential \(\mu_x=-(3n/\pi)^{1/3}=-k_F/\pi\). A density change \(\delta n\) therefore adds \(f_x\delta n\) to the energy felt by an electron, where
\[
f_x=\frac{d\mu_x/dk_F}{dn/dk_F}=\frac{-1/\pi}{k_F^2/\pi^2}=-\frac{\pi}{k_F^2}.
\]

For a disturbance of wavevector \(k\), first-order perturbation theory for free electrons gives \(\delta n=-\chi_0V\), with
\[
\chi_0=4\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{1}{k^2/2+\mathbf p\cdot\mathbf k}
=\frac1{\pi^2k}\int_0^{k_F}p\ln\left|\frac{2p+k}{2p-k}\right|dp .
\]
The factor 4 counts two spins and the two admixed states \(\mathbf p\pm\mathbf k\); the integral is a principal value, and the second form follows from the angular integration. An antiderivative of the last integrand is
\[
\left(\frac{p^2}{2}-\frac{k^2}{8}\right)\ln\left|\frac{2p+k}{2p-k}\right|+\frac{kp}{2},
\]
which vanishes at \(p=0\). With \(s=k/(2k_F)\), this gives \(\chi_0=(k_F/\pi^2)F\), where
\[
F=\frac12+\frac{1-s^2}{4s}\ln\left|\frac{1+s}{1-s}\right| .
\]
\(F\) is the Lindhard factor, and \(F\to1\) at long wavelength recovers Thomas-Fermi. At \(k=q\) it is 0.880.

With exchange, \(\delta n=-\chi_0(V+f_x\delta n)\). Solving for \(\delta n\) shows that the Thomas-Fermi response is multiplied by
\[
\frac{F}{1-F/(\pi k_F)}=\frac{0.880}{1-0.880\times0.335}\simeq1.25 .
\]
As a rough estimate, apply this one factor to \(q^2\) at all wavevectors. Since \(qR\) is fixed by \(\varepsilon\), \(R\) scales as the inverse square root of the factor. Exchange alone (\(F=1\)) does not depend on wavevector and gives 0.185 nm, about 18% below 0.227 nm. With \(F\) taken at \(k=q\), the Lindhard factor alone gives 0.242 nm and both together 0.203 nm. These two numbers depend on the choice \(k=q\), which nothing in the model fixes. At \(k=\pi/R\), \(F=0.949\) and both together give 0.193 nm; at \(k=1.5q\), \(F=0.688\) and they give 0.240 nm. Moreover, \(w\) is a real exponential, which corresponds to an imaginary wavevector. Continuing the long-wavelength (\(s<1\)) closed form to \(k=iq\), with \(\sigma=q/(2k_F)\), gives \(F=\tfrac12+\tfrac{1+\sigma^2}{2\sigma}\arctan\sigma=1.105\), hence 0.216 nm for the Lindhard factor alone and 0.171 nm for both. This continuation is formal: \(F\) is singular at \(s=1\), and the integral over occupied states taken directly at \(k=iq\) lands on another branch, \(\tfrac12-\tfrac{1+\sigma^2}{2\sigma}\arctan(1/\sigma)=-0.71\). The one-factor estimate therefore fixes neither the size nor the sign of the finite-wavelength shift. Correlation is left out.

## Part (h): the model beside real silicon

*Which assumptions does a donor in a silicon device break? Consider also heating and mobile carriers.*

**Answer.** The permittivity and valence density are typical of silicon, but the crystal is not a uniform gas. The radius of 0.227 nm is close to the bond length, \(\sqrt3/4\times0.543=0.235\) nm, and a sphere of radius \(R\) holds 9.6 valence electrons of the uniform gas. The real charge is concentrated in bonds, so the response within this distance depends on direction, and a real donor has a core instead of a point charge. The size of these two effects is not calculated here. Of those that were estimated, each taken separately, nonlinearity lowers \(R\) by 5% and local exchange by about 18%; the finite-wavelength shift is of uncertain size and sign. The model radius is thus a length scale of roughly 0.2 nm, not a boundary that could be located in the crystal.

Heating matters little. If \(\varepsilon\) rises by 1%, a rough allowance for 100 K, \(R\) grows by 0.0006 nm at fixed \(q\).

Mobile carriers add screening over a longer distance. For a non-degenerate gas of density \(n_c\) at temperature \(T\), \(n_c\propto e^{\mu/k_BT}\), so \(dn_c/d\mu=n_c/(k_BT)\). The argument of part (a), now in SI units and inside a medium of permittivity \(\varepsilon\), gives the Debye length
\[
\lambda_D=\sqrt{\frac{\varepsilon\varepsilon_0k_BT}{e^2n_c}}=13.0\ \text{nm}
\]
at 300 K and \(n_c=10^{17}\) cm\(^{-3}\). This is 57 times \(R\), so at this density valence and carrier screening act on separate scales. Since \(\lambda_D\propto n_c^{-1/2}\), the ratio is only about 6 at \(10^{19}\) cm\(^{-3}\), and the separation fades at higher doping. The carrier density is 0.35% of the effective density of states for a rough density-of-states mass of 1.1 electron masses, which justifies non-degenerate statistics. The linear, mean-field step is less secure: the Debye sphere holds only \(\tfrac43\pi\lambda_D^3n_c=0.93\) carriers, and the bulk-screened energy of the donor exceeds \(k_BT\) inside \(e^2/(4\pi\varepsilon\varepsilon_0k_BT)=4.7\) nm. The value 13.0 nm is a length scale, not an accurate screening law near the donor. In heavily doped contacts the carriers become degenerate, and this Debye estimate no longer applies.

The main numerical results are listed in the output below; the other numbers follow from them by the arithmetic shown.

## Numbers as computed

```
permittivity eps = 11.9
screening wavevector q = 1.10 1/bohr
iterate 0: x = 4.0000
iterate 1: x = 4.5561
iterate 2: x = 4.6862
iterate 3: x = 4.7144
iterate 4: x = 4.7204
iterate 5: x = 4.7217
iterate 6: x = 4.7219
error factor per iteration = 0.212
root x = qR = 4.72200
Lambert estimate of x = 4.72190
sinh(x) at root = 56.192
screening radius R = 4.2927 bohr
screening radius R = 0.2272 nm
R by integrating the equation = 4.2927 bohr
left side at R = 4.30 bohr: 11.975
dR/d(eps) = 0.0969 bohr
dR/dq = -3.902 bohr^2
R change for q + 0.005 1/bohr = -0.0195 bohr
R change for eps + 0.05 = 0.0048 bohr
electrons gathered inside R for Z=1 = 0.9160
Fermi wavevector kf = 0.9503 1/bohr
Fermi energy = 12.29 eV
rough lattice constant = 0.543 nm
q from lattice constant = 1.104 1/bohr
donor Z=1, electron potential energy in eV:
r=0.10 nm: bare -14.40, bulk -1.210
   linear model -2.325, nonlinear -2.044
r=0.15 nm: bare -9.60, bulk -0.807
   linear model -0.940, nonlinear -0.890
r=0.20 nm: bare -7.20, bulk -0.605
   linear model -0.609, nonlinear -0.606
R, nonlinear, Z=1 = 0.2154 nm
linear shift equals Fermi energy at 0.0455 nm
exchange softening 1/(pi kf) = 0.335
Lindhard factor at k=q = 0.880
R with exchange only = 0.185 nm
R with Lindhard factor only = 0.242 nm
R with both = 0.203 nm
bond length = 0.235 nm
valence electrons in sphere = 9.6
assumed eps rise on heating = 1 %
R change from that rise = 0.00061 nm
temperature = 300 K
carrier density = 1.0e+17 cm^-3
Debye length = 13.0 nm
rough density-of-states mass = 1.1 m_e
carriers / band density of states = 0.0035
```
